# Doping Efficiency of a Gaussian Host with One Acceptor Level: verification in Python

```python
"""Doping efficiency of a Gaussian host with one acceptor level.

Result under test: c = P(delta + ln(eta/(1-eta))) / eta, where
  c      acceptors per host molecule
  eta    holes per acceptor (doping efficiency)
  P(u)   integral of normal(t)/(1+exp(u-s*t)) dt, holes per host molecule
  s      sigma/kT, with sigma the width of the host HOMO distribution
  delta  offset/kT - ln(G_HOLE*G_ION), offset = acceptor level - HOMO centre
Energies are in eV and are measured from the HOMO centre.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import comb, erfc, expit, logit
from scipy.stats import norm

KB = const.k / const.e
G_HOLE, G_ION = 2.0, 2.0
N_HOST = 1e21          # cm^-3
SIGMA, OFFSET, TEMP, RATIO = 0.10, 0.30, 300.0, 0.02
KT = KB * TEMP

grid = np.linspace(-12, 12, 48001)
gauss_weight = norm.pdf(grid) * (grid[1] - grid[0])
ygrid = np.linspace(-60, 60, 6001)
logistic_weight = expit(ygrid) * expit(-ygrid) * (ygrid[1] - ygrid[0])


def host_holes(fermi, temp=TEMP, sigma=SIGMA):
    """Holes per host molecule, directly from the level occupations."""
    occupation = expit((sigma * grid - fermi) / (KB * temp) + np.log(G_HOLE))
    return np.sum(gauss_weight * occupation)


def ion_fraction(fermi, temp=TEMP, offset=OFFSET):
    return expit((fermi - offset) / (KB * temp) + np.log(G_ION))


def solve(ratio, temp=TEMP, sigma=SIGMA, offset=OFFSET, trapped=0.0, ions=None):
    """Numerical neutrality: returns holes per acceptor and Fermi level."""
    if ions is None:
        ions = lambda fermi: ion_fraction(fermi, temp, offset)
    balance = lambda fermi: (host_holes(fermi, temp, sigma) + trapped
                             - ratio * ions(fermi))
    fermi = brentq(balance, -1.5, 2.5, xtol=1e-14)
    return host_holes(fermi, temp, sigma) / ratio, fermi


def filling(u, s):
    """P(u) in the form obtained by integration by parts."""
    return np.sum(0.5 * erfc((u + ygrid) / (s * np.sqrt(2))) * logistic_weight)


def reduced_offset(temp=TEMP, offset=OFFSET):
    return offset / (KB * temp) - np.log(G_HOLE * G_ION)


def ratio_formula(eta, temp=TEMP, sigma=SIGMA, offset=OFFSET):
    u = reduced_offset(temp, offset) + logit(eta)
    return filling(u, sigma / (KB * temp)) / eta


def boltzmann_eta(ratio, temp=TEMP, sigma=SIGMA, offset=OFFSET):
    s = sigma / (KB * temp)
    mass_action = np.exp(-reduced_offset(temp, offset) + s * s / 2)
    return 2 / (1 + np.sqrt(1 + 4 * ratio / mass_action))


def canonical_eta(n_host, n_dopant):
    """Exact sum over the number of electrons moved from host to acceptors."""
    energies = SIGMA * norm.ppf((np.arange(n_host) + 0.5) / n_host)
    transfer = G_HOLE * G_ION * np.exp((energies - OFFSET) / KT)
    host_sum = np.zeros(n_dopant + 1)
    host_sum[0] = 1.0
    for weight in transfer:
        host_sum[1:] = host_sum[1:] + weight * host_sum[:-1]
    moved = np.arange(n_dopant + 1)
    weights = comb(n_dopant, moved) * host_sum
    return np.sum(moved * weights) / np.sum(weights) / n_dopant


# Main example and canonical test without any Fermi level
eta, fermi = solve(RATIO)
u_main = fermi / KT - np.log(G_HOLE)
eta_small = canonical_eta(5000, 100)
eta_large = canonical_eta(10000, 200)
assert abs(eta_small - eta) < 0.006
assert abs(eta_large - eta) < 0.004

# Explicit inverse against numerical neutrality, and its monotonic fall
ratios = [1e-4, 1e-3, 5e-3, 0.01, 0.02, 0.05, 0.1]
table = [(c,) + solve(c) + (boltzmann_eta(c),) for c in ratios]
for c, e, ef, eb in table:
    assert abs(ratio_formula(e) / c - 1) < 1e-6
    assert e < eb
trial = [ratio_formula(e) for e in np.linspace(0.02, 0.98, 49)]
assert np.all(np.diff(trial) < 0)
half_ratio = 2 * filling(reduced_offset(), SIGMA / KT)
assert abs(solve(half_ratio)[0] - 0.5) < 1e-6
ratio90 = ratio_formula(0.9)

# Local doping exponents against finite differences
occ = expit((SIGMA * grid - fermi) / KT + np.log(G_HOLE))
w = np.sum(gauss_weight * occ * (1 - occ)) / np.sum(gauss_weight * occ)
step = 0.01
upper, lower = (solve(RATIO * np.exp(x))[0] for x in (step, -step))
slope = np.log(upper / lower) / (2 * step)
assert 0 < w < 1
assert abs(slope + (1 - eta) / (1 - eta + w)) < 1e-4
p_slope = w / (1 - eta + w)
assert abs(1 + slope - p_slope) < 1e-4

# Boltzmann bounds in a narrow host
narrow = 0.04
eta_n, fermi_n = solve(1e-3, sigma=narrow)
eta_nb = boltzmann_eta(1e-3, sigma=narrow)
epsilon = np.exp(-fermi_n / KT + np.log(G_HOLE) + 1.5 * (narrow / KT) ** 2)
assert epsilon < 1 and eta_nb * np.sqrt(1 - epsilon) <= eta_n < eta_nb

# Low-temperature limit and its first correction
tail = norm.sf(OFFSET / SIGMA)
eta_zero = min(1.0, tail / RATIO)
cold = 1.0
correction = (norm.pdf(OFFSET / SIGMA) / RATIO * KB * cold / SIGMA
              * (np.log(G_HOLE * G_ION) - logit(eta_zero)))
eta_cold = solve(RATIO, temp=cold)[0]
assert abs(eta_cold / (eta_zero + correction) - 1) < 1e-3
assert abs(eta_cold - eta_zero) > 10 * abs(eta_cold - eta_zero - correction)
assert tail > 1e-3 and solve(1e-3, temp=cold)[0] > 0.999

# Disorder at fixed offset; full-ionization assumption
widths = [0.05, 0.10, 0.15]
eta_widths = [solve(RATIO, sigma=x)[0] for x in widths]
assert np.all(np.diff(eta_widths) > 0)
fermi_full = solve(RATIO, ions=lambda fermi: 1.0)[1]
implied = ion_fraction(fermi_full)
assert implied < eta < 1

# A uniform bound-pair weight only shifts the acceptor offset
def free_ions(fermi, pair_weight):
    a = G_ION * np.exp((fermi - OFFSET) / KT)
    return np.mean(a / (1 + a + pair_weight))

uniform = 50.0
eta_uniform = solve(RATIO, ions=lambda x: free_ions(x, uniform))[0]
shifted = OFFSET + KT * np.log(1 + uniform)
assert abs(ratio_formula(eta_uniform, offset=shifted) / RATIO - 1) < 1e-6

# Sizes of neglected effects; rough material inputs
permittivity, neighbours, trap_density, gap = 3.0, 6, 5e17, 3.0
coulomb = const.e / (4 * np.pi * const.epsilon_0 * permittivity) * 1e9  # eV nm
spacing = (N_HOST * 1e-21) ** (-1 / 3)                                # nm
binding = coulomb / spacing
rng = np.random.default_rng(1)
site = SIGMA * rng.standard_normal((40000, neighbours))
pairs = G_HOLE * G_ION * np.exp((site + binding - OFFSET) / KT).sum(axis=1)
eta_pair, fermi_pair = solve(RATIO, ions=lambda x: free_ions(x, pairs))
a_pair = G_ION * np.exp((fermi_pair - OFFSET) / KT)
transferred = np.mean((a_pair + pairs) / (1 + a_pair + pairs))
u_pair = fermi_pair / KT - np.log(G_HOLE)
offset_pair = KT * (u_pair - logit(eta_pair) + np.log(G_HOLE * G_ION))
assert eta_pair < eta

holes = eta * RATIO * N_HOST
ion_radius = (3 / (4 * np.pi * holes * 1e-21)) ** (1 / 3)
random_width = coulomb / ion_radius

def broad_ions(x):
    arg = (x - OFFSET - random_width * grid) / KT + np.log(G_ION)
    return np.sum(gauss_weight * expit(arg))

eta_random = solve(RATIO, sigma=np.hypot(SIGMA, random_width), ions=broad_ions)[0]
trapped = trap_density / N_HOST
eta_trap = solve(RATIO, trapped=trapped)[0]
eta_trap_low = solve(1e-3, trapped=trapped)[0]
eta_nospin = solve(RATIO, offset=OFFSET + KT * np.log(G_HOLE * G_ION))[0]
electrons = 2 * N_HOST * np.exp((fermi - gap) / KT + 0.5 * (SIGMA / KT) ** 2)

print(f"host density {N_HOST:.1e} cm^-3; temperature {TEMP:.0f} K")
print(f"host width {SIGMA:.2f} eV; acceptor offset {OFFSET:.2f} eV")
print(f"kT {KT:.5f} eV; s {SIGMA/KT:.4f}; delta {reduced_offset():.4f}")
print(f"main doping ratio {RATIO:.3f}; acceptors {RATIO*N_HOST:.2e} cm^-3")
print(f"main u {u_main:.4f}; P(u) {filling(u_main, SIGMA/KT):.6f}")
print(f"main efficiency {eta:.4f} = {100*eta:.2f} percent")
print(f"main holes {holes:.3e} cm^-3 = {holes*1e6:.3e} m^-3")
print(f"main Fermi level above HOMO centre {fermi:.4f} eV")
print(f"canonical efficiency, 5000 hosts/100 acceptors {eta_small:.4f}")
print(f"canonical efficiency, 10000 hosts/200 acceptors {eta_large:.4f}")
print("ratio | efficiency | Boltzmann eff. | E_F (eV) | holes (cm^-3)")
for c, e, ef, eb in table:
    print(f"{c:.4f} | {e:.4f} | {eb:.4f} | {ef:.4f} | {e*c*N_HOST:.3e}")
print(f"ratio at 90 percent efficiency {ratio90:.5f}")
print(f"ratio at 50 percent efficiency {half_ratio:.5f}")
print(f"w {w:.4f}; d ln eta/d ln c {slope:.4f}; d ln p/d ln N_A {p_slope:.4f}")
print(f"full-ionization E_F {fermi_full:.4f} eV; implied ions {implied:.4f}")
print(f"narrow host: width {narrow:.2f} eV, ratio 0.001, epsilon {epsilon:.5f}")
print(f"narrow host: efficiency {eta_n:.5f}; Boltzmann {eta_nb:.5f}")
print(f"host fraction above acceptor level {tail:.6f}")
print(f"zero-temperature efficiency, main ratio {eta_zero:.5f}")
print(f"1 K efficiency {eta_cold:.5f}; first-order {eta_zero+correction:.5f}")
for temp in (200, 250, 350, 400):
    print(f"{temp} K: efficiency at ratio 0.02 {solve(RATIO, temp=temp)[0]:.4f}; "
          f"at 0.001 {solve(1e-3, temp=temp)[0]:.4f}")
for width, value in zip(widths, eta_widths):
    print(f"host width {width:.2f} eV: efficiency {value:.4f}")
print(f"efficiency without spin factors {eta_nospin:.4f}")
print(f"rough relative permittivity {permittivity:.1f}; spacing {spacing:.2f} nm")
print(f"neighbour binding {binding:.3f} eV; neighbours {neighbours}")
print(f"with pairs: free-hole efficiency {eta_pair:.2g}")
print(f"with pairs: charge-transferred acceptors {transferred:.4f}")
print(f"offset giving the same free-hole efficiency {offset_pair:.2f} eV")
print(f"ion-sphere radius {ion_radius:.2f} nm; random width {random_width:.3f} eV")
print(f"efficiency with random ionic widths {eta_random:.3f}")
print(f"rough deep-trap density {trap_density:.1e} cm^-3, all filled")
print(f"efficiency with traps: ratio 0.02 {eta_trap:.4f}; 0.001 {eta_trap_low:.4f}")
print(f"host dilution if dopants replace hosts {100*RATIO/(1+RATIO):.2f} percent")
print(f"electron density for rough {gap:.1f} eV gap {electrons:.0e} cm^-3")
print("OK")
```

Output:

```
host density 1.0e+21 cm^-3; temperature 300 K
host width 0.10 eV; acceptor offset 0.30 eV
kT 0.02585 eV; s 3.8682; delta 10.2182
main doping ratio 0.020; acceptors 2.00e+19 cm^-3
main u 10.0853; P(u) 0.009336
main efficiency 0.4668 = 46.68 percent
main holes 9.336e+18 cm^-3 = 9.336e+24 m^-3
main Fermi level above HOMO centre 0.2786 eV
canonical efficiency, 5000 hosts/100 acceptors 0.4660
canonical efficiency, 10000 hosts/200 acceptors 0.4664
ratio | efficiency | Boltzmann eff. | E_F (eV) | holes (cm^-3)
0.0001 | 0.9975 | 0.9985 | 0.4369 | 9.975e+16
0.0010 | 0.9601 | 0.9850 | 0.3643 | 9.601e+17
0.0050 | 0.7740 | 0.9328 | 0.3139 | 3.870e+18
0.0100 | 0.6240 | 0.8804 | 0.2952 | 6.240e+18
0.0200 | 0.4668 | 0.8016 | 0.2786 | 9.336e+18
0.0500 | 0.2927 | 0.6619 | 0.2593 | 1.463e+19
0.1000 | 0.1971 | 0.5437 | 0.2458 | 1.971e+19
ratio at 90 percent efficiency 0.00220
ratio at 50 percent efficiency 0.01720
w 0.6160; d ln eta/d ln c -0.4640; d ln p/d ln N_A 0.5360
full-ionization E_F 0.2451 eV; implied ions 0.1931
narrow host: width 0.04 eV, ratio 0.001, epsilon 0.00321
narrow host: efficiency 0.29201; Boltzmann 0.29239
host fraction above acceptor level 0.001350
zero-temperature efficiency, main ratio 0.06749
1 K efficiency 0.06826; first-order 0.06826
200 K: efficiency at ratio 0.02 0.3100; at 0.001 0.9484
250 K: efficiency at ratio 0.02 0.3885; at 0.001 0.9536
350 K: efficiency at ratio 0.02 0.5409; at 0.001 0.9665
400 K: efficiency at ratio 0.02 0.6082; at 0.001 0.9724
host width 0.05 eV: efficiency 0.1005
host width 0.10 eV: efficiency 0.4668
host width 0.15 eV: efficiency 0.9223
efficiency without spin factors 0.3029
rough relative permittivity 3.0; spacing 1.00 nm
neighbour binding 0.480 eV; neighbours 6
with pairs: free-hole efficiency 0.0047
with pairs: charge-transferred acceptors 1.0000
offset giving the same free-hole efficiency 0.59 eV
ion-sphere radius 2.95 nm; random width 0.163 eV
efficiency with random ionic widths 0.821
rough deep-trap density 5.0e+17 cm^-3, all filled
efficiency with traps: ratio 0.02 0.4535; 0.001 0.4832
host dilution if dopants replace hosts 1.96 percent
electron density for rough 3.0 eV gap 7e-22 cm^-3
OK
```
